\section*{Beenakker's formula and the conductance of a diffusive wire on a superconductor}

Let a phase-coherent normal conductor connect a normal reservoir to an $s$-wave superconductor, and let $T_1,\dots,T_N$ be its transmission eigenvalues at the Fermi level when both contacts are normal. At zero temperature and vanishing voltage,
\begin{equation}
G_{NS}=\frac{4e^2}{h}\sum_{n=1}^{N}\frac{T_n^2}{(2-T_n)^2},
\qquad
G_N=\frac{2e^2}{h}\sum_{n=1}^{N}T_n .
\label{main}
\end{equation}
For a diffusive wire of length $L$ and mean free path $l$, with $l\ll L\ll Nl$, the averages of the two conductances are equal to leading order, although the two functions of $T_n$ are very different.

The first formula is derived here for spin-independent scattering; spin-orbit scattering that keeps time-reversal symmetry leaves it valid, with each Kramers pair of $T_n$ counted once. It needs time-reversal symmetry in the conductor, and a pair potential $\Delta$ much smaller than the kinetic energy of motion along the lead in every mode. The interface is clean; any barrier is counted as part of the conductor. A short ideal lead, numbered 2, separates the conductor from the superconductor, and lead 1 goes to the reservoir. Energies $\varepsilon$ are measured from the Fermi level.

We first count the current. The excitations with $\varepsilon>0$ are electrons and holes of either spin. Let $e>0$ be the elementary charge and let the voltage $V$ raise the electron energies in the reservoir by $eV$. Incident electrons then have occupation $f(\varepsilon-eV)$ and incident holes $f(\varepsilon+eV)$, with $f$ the Fermi function. At zero temperature the electron states with $0<\varepsilon<eV$ are filled and the hole states are empty. Each incident electron brings one unit of charge; a reflected electron takes it back, while a reflected hole, of opposite charge, adds to the current. With $s_{ee}$ and $s_{he}$ the matrices of reflection from electron to electron and from electron to hole,
\begin{equation}
I=\frac{2e}{h}\int_0^{eV}\!d\varepsilon\;
\mathrm{Tr}\left(1-s_{ee}^\dagger s_{ee}+s_{he}^\dagger s_{he}\right).
\end{equation}
The 2 counts spin. Below the gap nothing escapes into the superconductor, so $s_{ee}^\dagger s_{ee}+s_{he}^\dagger s_{he}=1$. The trace becomes $2\,\mathrm{Tr}\,s_{he}^\dagger s_{he}$, and for $V\to0$
\begin{equation}
G_{NS}=\frac{4e^2}{h}\,\mathrm{Tr}\,s_{he}^\dagger s_{he}\Big|_{\varepsilon=0}.
\label{current}
\end{equation}

Next we need the reflection at the superconductor, which fills $x>0$ with pair potential $\Delta e^{i\phi}$. Take one mode with wavenumber $k$ and velocity $v$, and write the electron and hole waves as $u(x)e^{ikx}$ and $w(x)e^{ikx}$. Since $\Delta$ is small, the envelopes vary slowly and their second derivatives may be dropped (the Andreev approximation). The Bogoliubov--de Gennes equation becomes
\begin{align}
-i\hbar v\,u'+\Delta e^{i\phi}w&=\varepsilon u,\\
+i\hbar v\,w'+\Delta e^{-i\phi}u&=\varepsilon w .
\end{align}
For a decaying solution $u,w\propto e^{-\kappa x}$ the first line gives $w/u=e^{-i\phi}(\varepsilon-i\hbar v\kappa)/\Delta$. The second gives $w/u=e^{-i\phi}\Delta/(\varepsilon+i\hbar v\kappa)$. They agree if $\hbar v\kappa=\sqrt{\Delta^2-\varepsilon^2}$, and then
\begin{equation}
\frac{w}{u}=\alpha e^{-i\phi},\qquad
\alpha=e^{-i\arccos(\varepsilon/\Delta)} .
\end{equation}
The electron at $+k$ moves towards the superconductor and the hole at $+k$ moves away, so by continuity at $x=0$ this ratio is the amplitude for an electron to return as a hole. Near $-k$ the velocity changes sign, the hole is incident, and the same algebra gives $u/w=\alpha e^{i\phi}$. At $\varepsilon=0$, $\alpha=-i$.

The conductor itself scatters electrons with the unitary matrix
\begin{equation}
S=\begin{pmatrix} r_{11}&t_{12}\\ t_{21}&r_{22}\end{pmatrix},
\end{equation}
where $t_{21}$ leads from lead 1 to lead 2. A hole wave obeys $-H^*w=\varepsilon w$, so $w^*$ is an electron wave at energy $-\varepsilon$. Conjugation keeps incoming waves incoming, because a hole and an electron of opposite wavenumber move the same way. With real transverse mode functions, holes therefore scatter with $S^*(-\varepsilon)$, which is $S^*$ at $\varepsilon=0$.

Let $a$ be the electron amplitudes incident from lead 1, and $c$ those running towards the superconductor in lead 2. The holes sent back are $\alpha e^{-i\phi}c$. The conductor reflects part of them, $r_{22}^*\alpha e^{-i\phi}c$, and the superconductor turns these into electrons $\alpha^2r_{22}^*c$, which the conductor reflects again. Hence
\begin{equation}
c=t_{21}a+\alpha^2r_{22}r_{22}^*c
\quad\Longrightarrow\quad
c=(1+r_{22}r_{22}^*)^{-1}t_{21}a ,
\end{equation}
since $\alpha^2=-1$. The holes that reach lead 1 are $t_{12}^*\alpha e^{-i\phi}c$, so
\begin{equation}
s_{he}=-ie^{-i\phi}\,t_{12}^*\,(1+r_{22}r_{22}^*)^{-1}\,t_{21}.
\label{she}
\end{equation}

Time-reversal symmetry now enters as $S=S^T$: $t_{12}^*=t_{21}^\dagger$ and $r_{22}^*=r_{22}^\dagger$. The lower row of $SS^\dagger=1$ gives $r_{22}r_{22}^\dagger=1-t_{21}t_{21}^\dagger$, and
\begin{equation}
s_{he}=-ie^{-i\phi}\,t_{21}^\dagger\,(2-t_{21}t_{21}^\dagger)^{-1}\,t_{21}.
\end{equation}
Insert the singular-value decomposition $t_{21}=U\sqrt{T}\,V$, with $U,V$ unitary and $T$ the diagonal matrix of the $T_n$. The result is $s_{he}=-ie^{-i\phi}V^\dagger[T/(2-T)]V$. Its singular values are $T_n/(2-T_n)$, and (\ref{current}) becomes the first formula in (\ref{main}).

An open channel, $T=1$, conducts $4e^2/h$, twice its normal value, because each electron transfers a pair. For $T\ll1$ the channel gives $(2e^2/h)\,T^2/2$: two charges must cross the barrier. The two conductances of one channel agree when $2T^2/(2-T)^2=T$, that is $T^2-6T+4=0$, whose root below one is $T=3-\sqrt5\approx0.764$.

The numerical check tests this part on a disordered four-mode lattice strip, solving the Bogoliubov--de Gennes equation without the Andreev approximation. For gaps of $0.1$, $0.01$ and $0.0001$ hopping energies, formula (\ref{main}) misses the direct $G_{NS}$ by $2.3\times10^{-2}$, $3.1\times10^{-3}$ and $3.1\times10^{-5}$, in units of $2e^2/h$. With a magnetic field in the strip, $S\neq S^T$. The direct value is then $1.295$; equation (\ref{she}) reproduces it, while the sum over $T_n$ gives $1.219$. A finite energy also spoils the last step, since $r_{22}(\varepsilon)r_{22}^*(-\varepsilon)$ is no longer $r_{22}r_{22}^\dagger$. In a diffusive wire with diffusion constant $D$ this sets in when $eV$ approaches the Thouless energy $\hbar D/L^2$, so $eV$ must be small against both that energy and $\Delta$.

For the wire we need the distribution of the $T_n$. Put $s=L/l$ and lengthen the wire on its right by a thin slice $ds$. Let $t$ and $r'$ be the transmission matrix of the wire and its reflection matrix seen from the right, and $t_1,r_1$ the transmission of the slice and its reflection from the left. The mean free path is defined by a reflection probability $ds$ per mode. This $l$ differs from the transport mean free path $l_{\rm tr}$ of Drude theory by a numerical factor: matching the Drude conductance of a free-electron wire gives $l=(\pi/2)\,l_{\rm tr}$ in two dimensions and $l=(4/3)\,l_{\rm tr}$ in three. The slice is taken to mix all modes equally, which describes a wire much longer than wide. Since $r_1$ is symmetric, its average is
\begin{equation}
\langle (r_1)_{ij}(r_1)^*_{kl}\rangle=
\frac{ds}{N+1}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),
\qquad \langle r_1\rangle=\langle r_1r_1\rangle=0 .
\end{equation}
Setting $k=i$, $l=j$ and summing over $j$ indeed gives $ds$. Repeated reflection between wire and slice gives the new transmission matrix $t_1(1-r'r_1)^{-1}t$. We follow $\lambda_n=1/T_n$, the eigenvalues of $(t^\dagger t)^{-1}$. With $t_1^\dagger t_1=1-r_1^\dagger r_1$, the new inverse is, to second order in $r_1$,
\begin{equation}
t^{-1}\left[1-r'r_1-r_1^\dagger r'^\dagger
+r'r_1r_1^\dagger r'^\dagger+r_1^\dagger r_1\right](t^\dagger)^{-1}.
\end{equation}
Write $t=U\sqrt T\,V$. Because $r'$ is symmetric and $r'r'^\dagger=1-tt^\dagger$, the phases in $U$ can be chosen so that $r'=URU^T$ with $R=\sqrt{1-T}$. The matrix $\rho=U^Tr_1U$ has the same averages as $r_1$. Up to the unitary $V$, the new inverse is
\begin{equation}
T^{-1/2}\left[1-R\rho-\rho^\dagger R+R\rho\rho^\dagger R+\rho^\dagger\rho\right]T^{-1/2}.
\end{equation}

Second-order perturbation theory gives the mean shift of $\lambda_n$. The quadratic terms contribute $\lambda_n(R_n^2+1)ds=\lambda_n(2-T_n)ds=(2\lambda_n-1)ds$. The linear terms have off-diagonal elements of mean square $\lambda_n\lambda_m(R_n^2+R_m^2)ds/(N+1)$, where $R_n^2=1-1/\lambda_n$. Hence
\begin{equation}
\frac{d\lambda_n}{ds}=2\lambda_n-1+\frac1{N+1}\sum_{m\ne n}
\frac{2\lambda_n\lambda_m-\lambda_n-\lambda_m}{\lambda_n-\lambda_m}.
\end{equation}
The random part of the shift is dropped, as its variance is smaller by $1/N$. Now set $T_n=1/\cosh^2x_n$ and $c_n=\cosh2x_n=2\lambda_n-1$. The fraction becomes $(c_nc_m-1)/(c_n-c_m)=(c_n^2-1)/(c_n-c_m)-c_n$, so
\begin{equation}
\frac{dc_n}{ds}=\frac{4c_n}{N+1}+\frac{2(c_n^2-1)}{N+1}\sum_{m\neq n}\frac1{c_n-c_m}.
\end{equation}
For large $N$ the first term vanishes and the sum becomes an integral over the density $p(x,s)$, normalized to one. With $dc=2\sinh2x\,dx$,
\begin{equation}
\frac{dx}{ds}=v(x,s)=\mathrm P\!\!\int_0^\infty\! dx'\,p(x',s)\,
\frac{\sinh2x}{\cosh2x-\cosh2x'} ,
\end{equation}
where P denotes the principal value. The eigenvalues repel and spread to larger $x$, hence to smaller $T$.

Let $F(x,s)$ be the same integral for complex $x$, and extend $p$ to negative $x$ as an even function. Near $x'=x$ the kernel is $1/[2(x-x')]$, so just above the real axis $F=v-i\pi p/2$; just below, it is the complex conjugate. Consider $H=\partial_sF+F\,\partial_xF$. Its imaginary part above the axis is $-(\pi/2)[\partial_sp+\partial_x(vp)]$, which vanishes because eigenvalues are conserved. Thus $H$ is continuous across the axis. It has period $i\pi$, like $F$, and the edges of the density, where $p$ vanishes as a square root, are too weak to leave poles. So $H$ is analytic everywhere. For $\mathrm{Re}\,x\to\pm\infty$, $F\to\pm1$ and $H\to0$. A bounded function analytic in the whole plane is constant, so $H=0$:
\begin{equation}
\partial_sF+F\,\partial_xF=0 .
\end{equation}
$F$ is constant along lines $dx/ds=F$. At $s=0$ all $T_n=1$, hence $x'=0$ and $F=\sinh2x/(\cosh2x-1)=\coth x$. Therefore
\begin{equation}
F=\coth(x-sF).
\label{implicit}
\end{equation}

In a long wire, $s\gg1$, and for $x\ll s$, $F$ is small. Inverting (\ref{implicit}) just above the real axis gives $x-sF=\mathrm{artanh}\,F+i\pi/2\approx F+i\pi/2$, where the sign is the one that makes $p$ positive. So $F=(x-i\pi/2)/(s+1)$, and comparison with $v-i\pi p/2$ yields
\begin{equation}
p=\frac1{s+1}\approx\frac lL,\qquad v=\frac{x}{s+1}.
\end{equation}
The $x_n$ are uniformly spread, and lengthening the wire stretches them uniformly. Since $|dT/dx|=2\sinh x/\cosh^3x=2T\sqrt{1-T}$, the density of transmission eigenvalues is
\begin{equation}
\rho(T)=\frac{Np}{|dT/dx|}=\frac{Nl}{2L}\,\frac1{T\sqrt{1-T}} .
\end{equation}
This is Dorokhov's distribution. It has peaks near $T=0$ and $T=1$. This form holds for $x\ll L/l$; as $x$ approaches $L/l$ the density given by (\ref{implicit}) falls below the uniform value, and it ends at an exponentially small $T$, slightly beyond $x=L/l$.

The averages follow at once in the variable $x$. Since $T/(2-T)=1/(2\cosh^2x-1)=1/\cosh2x$,
\begin{align}
G_N&=\frac{2e^2}{h}\frac{Nl}{L}\int_0^\infty\frac{dx}{\cosh^2x}
=\frac{2e^2}{h}\frac{Nl}{L},\\
G_{NS}&=\frac{4e^2}{h}\frac{Nl}{L}\int_0^\infty\frac{dx}{\cosh^22x}
=\frac{4e^2}{h}\frac{Nl}{L}\cdot\frac12=G_N .
\end{align}
The upper limits may be infinite because the integrands are exponentially small at $x\approx L/l$. Andreev reflection doubles the charge per event, and the substitution $x\to2x$ halves the range of $x$ that contributes. The two factors cancel because the density is uniform.

Equation (\ref{implicit}) also shows how the equality is approached, at large $N$ but any $s$. Let $\langle\cdot\rangle$ be the average over $p$. At $x=i\pi/2+y$ with small $y$, the definition of $F$ gives $F=y\langle1/\cosh^2x'\rangle=y\langle T\rangle$, while (\ref{implicit}) gives $F=\tanh(y-sF)\approx y-sF$. So $\langle T\rangle=1/(s+1)$. At $x=i\pi/4$, $\cosh2x=0$ and $\sinh2x=i$, so $F=-iq$ with $q=\langle1/\cosh2x'\rangle$, and differentiating the kernel gives $\partial_xF=2\langle1/\cosh^22x'\rangle$. This is $G_{NS}$ per mode in units of $2e^2/h$. Equation (\ref{implicit}) becomes $q=\cot(\pi/4+sq)$, or
\begin{equation}
sq+\arctan q=\frac\pi4 .
\end{equation}
The derivative of (\ref{implicit}), with $(\coth u)'=1-\coth^2u$, is $\partial_xF=(1-F^2)(1-s\,\partial_xF)$, where $1-F^2=1+q^2$. Solving for $\partial_xF$,
\begin{equation}
G_N=\frac{2e^2}{h}\frac{N}{s+1},\qquad
G_{NS}=\frac{2e^2}{h}\frac{N}{s+1/(1+q^2)} .
\label{cross}
\end{equation}
At $s=0$, $q=1$ and the ratio $G_{NS}/G_N$ is 2. For $s\gg1$, $q\approx\pi/[4(s+1)]$ and the ratio is $1+q^2/(s+1)\approx1+\pi^2/[16(s+1)^3]$. At $s=2$ it is already $1.022$.

Direct integration of the eigenvalue flow agrees with (\ref{cross}) to the printed accuracy, about $10^{-5}$ per mode, for $s$ from $0.5$ to $10$. A coarser test composes wires from random slices. It follows the trend but lies low: at $s=5$ it gives $0.158\pm0.002$ per added mode for $G_N$ and $0.156\pm0.004$ for $G_{NS}$, against $0.167$ for both, a deficit beyond the statistical error. Part of the deficit comes from the test itself: a slice drawn twice reflects in phase with its copy, so the slices are not independent as the derivation assumes, and the backscattering is raised. This test uses slices of finite strength drawn from a finite pool and wires of only 16 and 40 modes, and the program requires agreement only within four standard errors plus 3\% of the closed-formula value.

As an example take a model wire with $N=500$ and $L/l=20$. Then $Nl/L=25$, and with $2e^2/h=77.48\ \mu\mathrm S$
\begin{equation}
G_N=G_{NS}=25\times77.48\ \mu\mathrm S=1.937\ \mathrm{mS}.
\end{equation}
The finite-length formulas (\ref{cross}) give $500/21=23.81$ units of $2e^2/h$ for both. The 1 in $s+1$ is the contact resistance of the ideal leads, and it lowers both conductances by about 5\%. Their relative difference is only $6.7\times10^{-5}$. That figure belongs to the large-$N$ limit: the terms dropped above are smaller by $1/N$ and can change each conductance by an amount of order $e^2/h$, here a few per cent, and not equally for the two.

The equality rests on the spread of the $T_n$. The number of channels with $T>1/2$, that is $\cosh^2x<2$, is $25\,\mathrm{arcosh}\sqrt2\approx22$ out of 500, to leading order in $l/L$. If instead every channel had the average transmission $l/L=0.05$, $G_N$ would still be 25 units, but
\begin{equation}
\frac{G_{NS}}{2e^2/h}=2\times500\times\left(\frac{0.05}{1.95}\right)^2\approx0.66 ,
\end{equation}
some forty times smaller. A diffusive wire escapes this suppression because a few well-transmitting channels carry most of its current. Cutting the integrals at $\cosh^2x=2$ shows that the channels with $T>1/2$ carry the fraction $\tanh x=1/\sqrt2\approx0.71$ of $G_N$ and $\tanh2x=\sqrt8/3\approx0.94$ of $G_{NS}$; their probability of returning an electron as a hole rises from $1/9$ at $T=1/2$ to one at $T=1$.

\section*{Numbers as computed}
\begin{verbatim}
Lattice strip, 4 modes; energies in units of the hopping
gap 0.1000: BdG g_NS = 0.512695 (2e^2/h), error of formula = 2.35e-02
gap 0.0100: BdG g_NS = 0.533124 (2e^2/h), error of formula = 3.06e-03
gap 0.0001: BdG g_NS = 0.536155 (2e^2/h), error of formula = 3.14e-05
normal-state T_n: 0.00457 0.07239 0.42437 0.61170
formula g_NS = 0.536187, g_N = 1.113028 (2e^2/h)
With magnetic phase 0.5 rad per lattice cell, g in 2e^2/h:
BdG 1.29491, reflection sum 1.29491, T-only formula 1.21934
Eigenvalue flow: g per added mode (2e^2/h), [closed formula]
L/l  0.5: N 0.66666 [0.66667], NS 0.79121 [0.79121]
L/l  2.0: N 0.33333 [0.33333], NS 0.34072 [0.34072]
L/l  5.0: N 0.16667 [0.16667], NS 0.16714 [0.16714]
L/l 10.0: N 0.09091 [0.09091], NS 0.09095 [0.09095]
density of x per mode at L/l = 10: 0.09077, expected 1/(s+1) = 0.09091
Random wires: g per added mode (2e^2/h) +- standard error
L/l 0.5: N 0.6631 +- 0.0022, NS 0.7696 +- 0.0050
   closed formulas: N 0.6667, NS 0.7912, ratio NS/N 1.1868
L/l 2.0: N 0.3222 +- 0.0019, NS 0.3271 +- 0.0036
   closed formulas: N 0.3333, NS 0.3407, ratio NS/N 1.0222
L/l 5.0: N 0.1581 +- 0.0017, NS 0.1557 +- 0.0035
   closed formulas: N 0.1667, NS 0.1671, ratio NS/N 1.0028
Example wire: N = 500 modes, L/l = 20
conductance unit 2e^2/h = 77.4809 microsiemens
Dorokhov average g_N = 25.000000, g_NS = 25.000000 (2e^2/h)
the same: G_N = 1.93702 mS, G_NS = 1.93702 mS
finite-length formulas: g_N = 23.80952, g_NS = 23.81111 (2e^2/h)
relative excess of g_NS: 6.652e-05; pi^2/(16 s^3) = 7.711e-05
channels with T > 1/2: 22.034
g_NS if every T were l/L = 0.050: 0.6575 (2e^2/h)
single-channel break-even transmission: 0.763932
one channel, T = 0.1: g_NS = 0.00554 (2e^2/h)
one channel, T = 0.5: g_NS = 0.22222 (2e^2/h)
one channel, T = 0.9: g_NS = 1.33884 (2e^2/h)
one channel, T = 1.0: g_NS = 2.00000 (2e^2/h)
\end{verbatim}
